\section*{Dielectric lifetime under sinusoidal field ripple in the exponential field model, part 1}

(Sections cited here and not found follow in the second part.)

\section{The damage integral and its cycle average}

Let $E(t)$ be the electric field across an insulating film, counted positive in the direction of the steady field. The state of the film is described by one number, the damage $D(t)$, which is zero when the stress begins and equals one at breakdown. In the exponential field model the damage grows at the rate
\begin{equation}
\frac{dD}{dt}=\frac{1}{\tau_0}\,e^{\gamma E(t)} ,
\label{eq:rate}
\end{equation}
where $\gamma$ is the field acceleration parameter, with the unit of an inverse field, and $\tau_0$ is a time. The exponential is the natural one, so a value of $\gamma$ quoted in decades per unit field must first be multiplied by $\ln 10$. The field consists of a steady part and a ripple,
\begin{equation}
E(t)=E_0+E_1\sin(\omega t+\varphi),\qquad \omega=\frac{2\pi}{T},\qquad 0\le E_1<E_0 .
\label{eq:field}
\end{equation}
Here $T$ is the ripple period and $\varphi$ the phase at which the stress begins. The amplitude $E_1$ is half the peak-to-peak excursion. The condition $E_1<E_0$ keeps the field from reversing.

Four physical assumptions are contained in these two equations. The parameters $\gamma$ and $\tau_0$ are constant, which requires a constant temperature. Damage adds up without recovery. The rate at each instant depends on the field at that instant and not on its history. Finally, the accumulated damage does not alter the field.

Under the steady field alone the rate is constant, and $D=1$ is reached at the mean-field lifetime
\begin{equation}
t_0=\tau_0\,e^{-\gamma E_0}.
\label{eq:t0}
\end{equation}
With the ripple present, let $t_F$ be the time of failure. Integrating \eqref{eq:rate} from $0$ to $t_F$ and setting the result equal to one gives
\begin{equation}
1=\frac{e^{\gamma E_0}}{\tau_0}\int_0^{t_F}e^{\gamma E_1\sin(\omega t+\varphi)}\,dt .
\end{equation}
The steady field has come out of the integral because the exponential of a sum is a product. The factor in front is $1/t_0$ by \eqref{eq:t0}. With the dimensionless ripple strength $x=\gamma E_1$, the failure condition becomes
\begin{equation}
\int_0^{t_F}e^{x\sin(\omega t+\varphi)}\,dt=t_0 .
\label{eq:fail}
\end{equation}
The integrand is at least $e^{-x}$, hence positive, so the integral grows steadily without limit and \eqref{eq:fail} has one and only one solution. For a given lifetime $t_0$, the steady field no longer appears. What matters is the ripple amplitude measured in units of $1/\gamma$, not its size relative to $E_0$.

Consider now the contribution of one full period to the left side of \eqref{eq:fail}. Put $\theta=\omega t+\varphi$, so that $dt=T\,d\theta/(2\pi)$. Over one period $\theta$ advances by $2\pi$, and the integral of a function of period $2\pi$ over such an interval does not depend on where the interval starts. The contribution is therefore $T\,A(x)$ for every $\varphi$, with
\begin{equation}
A(x)=\frac{1}{2\pi}\int_0^{2\pi}e^{x\sin\theta}\,d\theta\equiv\left\langle e^{x\sin\theta}\right\rangle .
\label{eq:A}
\end{equation}
Angle brackets denote the average over one cycle.

To evaluate $A$, expand the exponential in powers of $x\sin\theta$. The $n$th term is at most $x^n/n!$ in magnitude, whatever $\theta$ is, and these bounds have a finite sum. The series thus converges uniformly in $\theta$ and may be averaged term by term:
\begin{equation}
A(x)=\sum_{n=0}^{\infty}\frac{x^n}{n!}\left\langle\sin^n\theta\right\rangle .
\label{eq:expand}
\end{equation}
Replacing $\theta$ by $\theta+\pi$ changes the sign of the sine but not the average over a full cycle, so all odd powers average to zero. For the even powers write $s_m=\langle\sin^{2m}\theta\rangle$, with $s_0=1$. For $m\ge1$ split off one factor $\sin\theta$, which is the derivative of $-\cos\theta$, and integrate by parts. The boundary terms cancel because the functions are periodic, and there remains
\begin{align}
s_m&=\left\langle \sin^{2m-1}\theta\;\sin\theta\right\rangle
=(2m-1)\left\langle\sin^{2m-2}\theta\,\cos^2\theta\right\rangle \nonumber\\
&=(2m-1)\left\langle\sin^{2m-2}\theta\,(1-\sin^2\theta)\right\rangle
=(2m-1)(s_{m-1}-s_m).
\end{align}
Collecting the terms in $s_m$ gives $2m\,s_m=(2m-1)s_{m-1}$. Repeated use of this relation down to $s_0=1$ yields
\begin{equation}
s_m=\prod_{j=1}^{m}\frac{2j-1}{2j}
=\frac{\prod_{j=1}^{m}(2j-1)(2j)}{\left[\prod_{j=1}^{m}2j\right]^2}
=\frac{(2m)!}{4^m(m!)^2}.
\label{eq:moments}
\end{equation}
In the second form numerator and denominator were both multiplied by the product of the even numbers up to $2m$, which is $2^m m!$. Inserting \eqref{eq:moments} into \eqref{eq:expand}, with $n=2m$, cancels the factor $(2m)!$:
\begin{equation}
A(x)=\sum_{m=0}^{\infty}\frac{x^{2m}}{(2m)!}\,\frac{(2m)!}{4^m(m!)^2}
=\sum_{m=0}^{\infty}\frac{(x/2)^{2m}}{(m!)^2}=I_0(x).
\label{eq:I0}
\end{equation}
The last sum is the power series that defines the modified Bessel function of order zero.

It remains to pass from the average rate to the lifetime, which need not end with a complete cycle. Measure the expected lifetime in periods by
\begin{equation}
r=\frac{t_0}{T\,I_0(x)},
\end{equation}
and let $N$ be the whole part of $r$, so that $N\le r<N+1$. Each full period adds the damage $T I_0/t_0=1/r$. After $N$ periods the damage is $N/r\le1$, and after $N+1$ periods it is $(N+1)/r>1$. Since $D$ increases steadily, failure falls in the interval $NT\le t_F<(N+1)T$. The time $t_0/I_0=rT$ lies in the same interval. Two times in an interval of length $T$ that excludes its upper end differ by less than $T$, so
\begin{equation}
\left|\,t_F-\frac{t_0}{I_0(\gamma E_1)}\right|<T\qquad\text{for every }\varphi .
\label{eq:main}
\end{equation}
If $r$ is a whole number, the damage is exactly one after $N$ periods and $t_F=t_0/I_0$ without error. The division of the mean-field lifetime by $I_0(\gamma E_1)$ is thus a statement about films that live through many ripple periods. Its error relative to $t_0/I_0$ is then below $1/r$. The frequency enters the result through this condition alone, as long as the rate follows the field without delay.

The time spent in the last, incomplete period does depend on the phase. Write $t_F=NT+s$. The whole periods have used up $NTI_0$ of the total $t_0=rTI_0$ in \eqref{eq:fail}, and the rest must be supplied during $s$. Because the integrand never exceeds $e^{x}$,
\begin{equation}
s\ge (r-N)\,T\,I_0(x)\,e^{-x}.
\label{eq:short}
\end{equation}
The same argument applied to the time $T-s$ left until the end of that period, in which the damage would still grow by the fraction $N+1-r$ of a full period's amount, gives
\begin{equation}
T-s\ge (N+1-r)\,T\,I_0(x)\,e^{-x}.
\label{eq:long}
\end{equation}
These two inequalities narrow the interval for slow ripple. When the period is so long that the exponent $x\sin(\omega t+\varphi)$ changes by much less than one during the life of the film, the cycle average has no meaning for the film. It then sees a nearly constant field $E_0+E_1\sin\varphi$ and lives for about $t_0e^{-x\sin\varphi}$, which is longer than $t_0$ if the stress begins in a trough.

Nominally equal films do not fail together. Suppose that they differ in the damage they can bear, or in $\tau_0$, but share the same $\gamma$. Either difference can be absorbed in an individual value of $t_0$, and every such value is divided by the same $I_0(x)$. If $F_0(t)$ is the fraction failed at time $t$ under the steady field, the fraction failed under fast ripple is $F_0(I_0 t)$. On a logarithmic time axis the distribution moves sideways without a change of shape. A Weibull distribution keeps its slope, and each percentile of the lifetime is shortened by the same factor. This requires that all samples see the same ripple field $E_1$. If part of the spread comes from differences in thickness or line spacing at fixed voltage, the thinner samples have both a shorter $t_0$ and a larger $x$. The early failures are then shortened by a larger factor than the late ones, and the distribution widens.

All terms of the series \eqref{eq:I0} are positive, so $I_0(x)>1$ for $x>0$: fast ripple shortens life although it leaves the mean field unchanged. The reason is the curvature of the exponential. At the crest the rate rises above its steady value by the fraction $e^x-1$, and in the trough it falls by the smaller fraction $1-e^{-x}$. Since the sine does not exceed one, the average also stays below $e^x$. The lifetime therefore lies between the lifetime at the peak field and that at the mean field,
\begin{equation}
t_0e^{-x}<\frac{t_0}{I_0(x)}<t_0\qquad(x>0).
\end{equation}

For weak ripple the first terms of the series give
\begin{equation}
I_0(x)=1+\frac{x^2}{4}+\frac{x^4}{64}+\dots ,
\label{eq:small}
\end{equation}
so the fractional loss of life is $x^2/4$ to leading order. It is quadratic in the amplitude because the linear gain at the crest and the linear loss in the trough cancel. For strong ripple the damage is concentrated near the crest. Put $\theta=\pi/2+u$, so that $\sin\theta=\cos u\approx1-u^2/2$. The integrand of \eqref{eq:A} becomes a Gaussian of width $1/\sqrt{x}$, and for large $x$ the limits of integration may be moved to infinity:
\begin{equation}
I_0(x)\approx\frac{e^x}{2\pi}\int_{-\infty}^{\infty}e^{-xu^2/2}\,du=\frac{e^x}{\sqrt{2\pi x}} .
\label{eq:large}
\end{equation}
The film then ages as if it spent the fraction $1/\sqrt{2\pi x}$ of its time at the peak field and the rest without ageing.

The wave shape matters as well. For any periodic field that keeps its sign, the argument leading to \eqref{eq:main} holds with $I_0$ replaced by the cycle average of $e^{\gamma\,\delta E}$, where $\delta E$ is the deviation from the mean field. A square wave of amplitude $E_1$ spends half its time at each extreme and gives $(e^x+e^{-x})/2=\cosh x=1+x^2/2+\dots$. For weak ripple of any shape the factor is $1+\gamma^2\langle\delta E^2\rangle/2$ to leading order, because the linear term averages to zero. The sine has $\langle\delta E^2\rangle=E_1^2/2$ and the square wave $E_1^2$, which accounts for the two coefficients.

The effect of the ripple can be expressed as a steady field $E_{\rm eq}$ that causes damage at the same average rate. Setting $e^{\gamma E_{\rm eq}}=e^{\gamma E_0}I_0(x)$ and taking the logarithm gives
\begin{equation}
E_{\rm eq}=E_0+\frac{\ln I_0(\gamma E_1)}{\gamma}\approx E_0+\frac{\gamma E_1^2}{4}\qquad(x\ll1).
\label{eq:eq}
\end{equation}
This is not the root-mean-square field. In the square of \eqref{eq:field} the cross term averages to zero, so
\begin{equation}
E_{\rm rms}=\sqrt{E_0^2+\tfrac12E_1^2}\approx E_0+\frac{E_1^2}{4E_0}\qquad(E_1\ll E_0).
\label{eq:rms}
\end{equation}
For weak ripple the excess of $E_{\rm eq}$ over the mean field is $\gamma E_0$ times the excess of $E_{\rm rms}$. In an accelerated test $\gamma E_0$ is usually well above one, and the rms field then understates the harm. It is suited to heating in a linear resistor, where the rate is quadratic in the field.

The two half cycles contribute unequally. Over the upper half, $0<\theta<\pi$, split the exponential into $\cosh(x\sin\theta)+\sinh(x\sin\theta)$. The first part is the same in both half cycles, and its average is $I_0(x)$. The average of the second part over the upper half is the modified Struve function of order zero,
\begin{equation}
L_0(x)=\frac1\pi\int_0^\pi\sinh(x\sin\theta)\,d\theta .
\end{equation}
The upper half cycle has the average $I_0+L_0$ and the lower one $I_0-L_0$, so the share of damage done while the field exceeds its mean is
\begin{equation}
p_+=\frac{I_0(x)+L_0(x)}{2I_0(x)} .
\label{eq:share}
\end{equation}

The same functions show why the steady field must be the larger one. If the field reverses and the damage depends on its magnitude, $E$ in \eqref{eq:rate} has to be replaced by $|E|$. In the extreme case $E_0=0$ both half cycles act like the upper one, and the average is $I_0(x)+L_0(x)$ instead of $I_0(x)$. The reference lifetime in that case is $\tau_0$, the model's value at zero field. The signed law would give the reversed half cycle the average $I_0-L_0$, below the zero-field rate and negligible beside the upper half when the ripple is strong. This is wrong for a film that suffers equally from both polarities.

In the exponential field model, ripple divides the mean-field lifetime by $I_0(\gamma E_1)$, to within one ripple period. It remains to apply this result to a low-k test structure and to examine how far it depends on the field law, on an immediate response and on other neglected effects.
